**Sticking through an orientation-dependent barrier**

For isotropic, frozen molecular axes and the barrier \(V_0+V_1\cos^2\theta\) with \(V_1>0\), the sticking probability between the extreme barriers is \(\sqrt{(E-V_0)/V_1}\). Here \(E\) is the energy of motion along the surface normal and \(\theta\) is the angle between the molecular axis and that normal. The program asserts this result against a count of one million random axes, and the thermal formula against a direct sum over speeds and angles. It also asserts the averages over rotational states, the barrier density, the recoil formula and, at one energy, the tunnelling formula. Classical trajectories assert that turning closes none of the sampled orientations that are clearly open in the frozen model, and that the frozen result returns for a narrow barrier. For rough O2-on-aluminium parameters at 0.30 eV, the output gives 0.632 for frozen axes and 0.772 when initially non-rotating molecules may turn. Recoil of a single free aluminium atom, an extreme case, lowers these values to 0.273 and 0.362.

## Program and output

```python
# Result under test: for isotropic, frozen molecular axes and the barrier
# B(theta) = V0 + V1 cos^2(theta), V1 > 0, the sticking probability is
# S(E) = sqrt((E - V0)/V1) for V0 <= E <= V0 + V1.
# E: energy of motion along the surface normal; theta: axis-normal angle.
# Extended model: potential B(theta)/cosh^2(z/a), a: barrier width.
# Internal units: eV, nm, ps. Parameters are rough values for O2 on Al.
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.special import erf, lpmv

V0, V1 = 0.10, 0.50
width, bond = 0.05, 0.121
main_energy, temperature = 0.30, 300.0
mass_unit = const.atomic_mass * 1e6 / const.e
molecule_mass = 2 * 15.999 * mass_unit
al_mass = 26.982 * mass_unit
hbar = const.hbar / const.e * 1e12
kT = const.k * temperature / const.e


def frozen_formula(energy):
    return math.sqrt(min(1.0, max(0.0, (energy - V0) / V1)))


# Count isotropic axes made from three-dimensional Gaussian vectors.
rng = np.random.default_rng(12)
axes = rng.normal(size=(1000000, 3))
cos_squared = axes[:, 2]**2 / np.sum(axes**2, axis=1)
barriers = V0 + V1 * cos_squared
energies = [0.15, 0.20, 0.30, 0.40, 0.50]
counted = [np.mean(barriers < energy) for energy in energies]
for energy, fraction in zip(energies, counted):
    assert abs(fraction - frozen_formula(energy)) < 0.003
assert np.mean(barriers < V0) == 0
assert np.mean(barriers <= V0 + V1 + 1e-12) == 1
mean_barrier = V0 + V1 / 3
assert abs(np.mean(barriers) - mean_barrier) < 0.001
bin_fraction = np.mean((barriers > 0.24) & (barriers < 0.26))
density = 1 / (2 * math.sqrt(V1 * (0.25 - V0)))
assert abs(bin_fraction / 0.02 / density - 1) < 0.03

# Uniform angle is a different distribution from uniform solid angle.
uc = frozen_formula(main_energy)
angles = (np.arange(200000) + 0.5) * math.pi / 200000
uniform_angle = np.mean(V0 + V1 * np.cos(angles)**2 < main_energy)
assert abs(uniform_angle - 2 / math.pi * math.asin(uc)) < 2e-5


def rotational_sticking(N, m):
    norm = (2 * N + 1) / 2 * math.factorial(N - m) / math.factorial(N + m)
    return quad(lambda u: norm * lpmv(m, N, u)**2, -uc, uc)[0]


for N in (1, 3, 5):
    total = rotational_sticking(N, 0)
    total += 2 * sum(rotational_sticking(N, m) for m in range(1, N + 1))
    assert abs(total / (2 * N + 1) - uc) < 1e-8
state_zero = rotational_sticking(1, 0)
state_one = rotational_sticking(1, 1)
assert abs(state_zero - uc**3) < 1e-9
assert abs(state_one - (3 * uc - uc**3) / 2) < 1e-9

# Direct sum over thermal flux and solid angle.
thermal_formula = (math.exp(-V0 / kT) * math.sqrt(math.pi * kT / V1) / 2
                   * erf(math.sqrt(V1 / kT)))
theta_grid = (np.arange(1000) + 0.5) * math.pi / 1000
speed_grid = (np.arange(4000) + 0.5) * 8 / 4000
flux = speed_grid * np.exp(-speed_grid**2)
flux /= flux.sum()
solid_angle = np.sin(theta_grid)
solid_angle /= solid_angle.sum()
open_channel = (kT * speed_grid[None, :]**2
                > V0 + V1 * np.cos(theta_grid[:, None])**2)
thermal_sum = solid_angle @ (open_channel.astype(float) @ flux)
assert abs(thermal_sum / thermal_formula - 1) < 0.01


def trajectories(energy, barrier_width, mass=molecule_mass,
                 can_turn=True, surface_mass=math.inf, count=400):
    """Sticking flags for initially non-rotating molecules."""
    u_start = (np.arange(count) + 0.5) / count
    theta = np.arccos(u_start)
    speed = math.sqrt(2 * energy / mass)
    inertia = mass * bond**2 / 4 if can_turn else math.inf
    z = np.full(count, 8 * barrier_width)
    vz = np.full(count, -speed)
    surface_z = np.zeros(count)
    surface_v = np.zeros(count)
    spin_rate = np.zeros(count)
    stuck = np.zeros(count, dtype=bool)
    reflected = np.zeros(count, dtype=bool)
    dt = 0.01 * barrier_width / speed

    def forces():
        x = (z - surface_z) / barrier_width
        profile = 1 / np.cosh(x)**2
        height = V0 + V1 * np.cos(theta)**2
        force = 2 * height * profile * np.tanh(x) / barrier_width
        return force, V1 * np.sin(2 * theta) * profile

    force, torque = forces()
    for _ in range(6000):
        vz += force / mass * dt / 2
        surface_v -= force / surface_mass * dt / 2
        spin_rate += torque / inertia * dt / 2
        z += vz * dt
        surface_z += surface_v * dt
        theta += spin_rate * dt
        force, torque = forces()
        vz += force / mass * dt / 2
        surface_v -= force / surface_mass * dt / 2
        spin_rate += torque / inertia * dt / 2
        # The force is inward past the top and outward before it.
        stuck |= (z < surface_z) & ~reflected
        reflected |= (vz > surface_v) & ~stuck
        if np.all(stuck | reflected):
            break
    assert np.all(stuck | reflected)
    return stuck


# Turning helps every initially open orientation, and keeps the threshold.
u_grid = (np.arange(400) + 0.5) / 400
turning = []
for energy in energies:
    flags = trajectories(energy, width)
    initially_open = V0 + V1 * u_grid**2 < energy - 0.001
    assert np.all(flags[initially_open])
    turning.append(np.mean(flags))
assert not np.any(trajectories(0.09, width))
widths = [0.002, 0.01, 0.02, 0.05]
width_results = [np.mean(trajectories(main_energy, a)) for a in widths]
assert abs(width_results[0] - uc) < 0.01
heavy = np.mean(trajectories(main_energy, width, mass=2 * molecule_mass))
assert abs(heavy - width_results[-1]) < 0.003

# A free surface atom takes up part of the incident energy.
recoil_energy = main_energy * al_mass / (al_mass + molecule_mass)
recoil_frozen = np.mean(trajectories(main_energy, width, can_turn=False,
                                     surface_mass=al_mass))
assert abs(recoil_frozen - frozen_formula(recoil_energy)) < 0.005
recoil_turning = np.mean(trajectories(main_energy, width,
                                      surface_mass=al_mass))


def transmission(energy, height):
    wave = np.sqrt(2 * molecule_mass * energy) * width / hbar
    strength = 2 * molecule_mass * height * width**2 / hbar**2
    top = np.sinh(math.pi * wave)**2
    return top / (top + np.cosh(math.pi / 2 * np.sqrt(4 * strength - 1))**2)


# Check the transmission formula by integrating the wave equation.
test_energy, test_height = 0.100, 0.101
wave = math.sqrt(2 * molecule_mass * test_energy) * width / hbar
strength = 2 * molecule_mass * test_height * width**2 / hbar**2
start = np.exp(10j * wave)
solution = solve_ivp(
    lambda x, y: [y[1], (strength / np.cosh(x)**2 - wave**2) * y[0]],
    (-10, 10), np.array([start, -1j * wave * start], dtype=complex),
    method="DOP853", rtol=1e-9, atol=1e-9)
assert solution.success
incoming = abs(solution.y[0, -1] + 1j * solution.y[1, -1] / wave) / 2
assert abs(1 / incoming**2 - transmission(test_energy, test_height)) < 1e-4

u_fine = (np.arange(4000) + 0.5) / 4000
heights = V0 + V1 * u_fine**2
quantum_main = np.mean(transmission(main_energy, heights))
quantum_threshold = np.mean(transmission(V0, heights))
energy_grid = (np.arange(1400) + 0.5) * 0.7 / 1400
quantum_curve = np.array([np.mean(transmission(e, heights[::4]))
                          for e in energy_grid])
quantum_thermal = np.sum(quantum_curve * np.exp(-energy_grid / kT)
                         / kT) * 0.7 / 1400

speed = math.sqrt(2 * main_energy / molecule_mass)
transit = width / speed
inertia = molecule_mass * bond**2 / 4
torque_angle = V1 * transit**2 / (2 * inertia)
assert abs(torque_angle - V1 / main_energy * (width / bond)**2) < 1e-10
cold_angle = math.sqrt(2) * hbar / inertia * transit
warm_angle = math.sqrt(2 * kT / inertia) * transit

print(f"Lowest barrier V0: {V0:.2f} eV")
print(f"Barrier anisotropy V1: {V1:.2f} eV")
print(f"Highest barrier V0+V1: {V0 + V1:.2f} eV")
print(f"Mean barrier: {mean_barrier:.4f} eV")
print(f"Barrier width a: {width:.3f} nm")
print(f"O2 bond length: {bond:.3f} nm")
print(f"O2 mass: {molecule_mass / mass_unit:.3f} u")
print(f"Al mass: {al_mass / mass_unit:.3f} u")
print(f"Main normal energy: {main_energy:.2f} eV")
print(f"Critical angle from normal: {math.degrees(math.acos(uc)):.2f} deg")
print("Sticking: formula, axis count, with turning (no unit)")
for energy, fraction, moving in zip(energies, counted, turning):
    print(f"E={energy:.2f} eV: {frozen_formula(energy):.4f}, "
          f"{fraction:.4f}, {moving:.3f}")
print(f"Barrier density at 0.25 eV, formula: {density:.3f} per eV")
print(f"Barrier density, axis count: {bin_fraction / 0.02:.3f} per eV")
print(f"Uniform-theta sticking at main E: {uniform_angle:.4f} (no unit)")
print(f"Sticking of N=1, m=0: {state_zero:.4f} (no unit)")
print(f"Sticking of N=1, |m|=1: {state_one:.4f} (no unit)")
print(f"Gas temperature: {temperature:.0f} K")
print(f"Thermal energy kT: {kT:.5f} eV")
print(f"Thermal sticking, formula: {thermal_formula:.6f} (no unit)")
print(f"Thermal sticking, direct sum: {thermal_sum:.6f} (no unit)")
print(f"Thermal sticking with tunnelling: {quantum_thermal:.6f} (no unit)")
print("Turning at main E for several barrier widths")
for a, result in zip(widths, width_results):
    print(f"a={a:.3f} nm: sticking {result:.3f} (no unit)")
print(f"Doubled mass, a=0.05 nm: sticking {heavy:.3f} (no unit)")
print(f"Normal speed at main E: {speed:.3f} nm/ps")
print(f"Transit time a/v: {transit:.4f} ps")
print(f"Torque turning scale: {torque_angle:.3f} rad")
print(f"Initial rotation in transit, N=1: {cold_angle:.3f} rad")
print(f"Initial rotation in transit, 300 K: {warm_angle:.3f} rad")
print(f"Tunnelling-model sticking at main E: {quantum_main:.4f} (no unit)")
print(f"Tunnelling-model sticking at V0: {quantum_threshold:.4f} (no unit)")
print(f"Energy left with free Al recoil: {recoil_energy:.4f} eV")
print(f"Recoil formula, frozen: {frozen_formula(recoil_energy):.4f} (no unit)")
print(f"Recoil trajectories, frozen: {recoil_frozen:.3f} (no unit)")
print(f"Recoil trajectories, turning: {recoil_turning:.3f} (no unit)")
print("checks complete")
```

It prints:

```
Lowest barrier V0: 0.10 eV
Barrier anisotropy V1: 0.50 eV
Highest barrier V0+V1: 0.60 eV
Mean barrier: 0.2667 eV
Barrier width a: 0.050 nm
O2 bond length: 0.121 nm
O2 mass: 31.998 u
Al mass: 26.982 u
Main normal energy: 0.30 eV
Critical angle from normal: 50.77 deg
Sticking: formula, axis count, with turning (no unit)
E=0.15 eV: 0.3162, 0.3159, 0.477
E=0.20 eV: 0.4472, 0.4474, 0.618
E=0.30 eV: 0.6325, 0.6326, 0.772
E=0.40 eV: 0.7746, 0.7745, 0.870
E=0.50 eV: 0.8944, 0.8944, 0.943
Barrier density at 0.25 eV, formula: 1.826 per eV
Barrier density, axis count: 1.824 per eV
Uniform-theta sticking at main E: 0.4359 (no unit)
Sticking of N=1, m=0: 0.2530 (no unit)
Sticking of N=1, |m|=1: 0.8222 (no unit)
Gas temperature: 300 K
Thermal energy kT: 0.02585 eV
Thermal sticking, formula: 0.004211 (no unit)
Thermal sticking, direct sum: 0.004209 (no unit)
Thermal sticking with tunnelling: 0.004257 (no unit)
Turning at main E for several barrier widths
a=0.002 nm: sticking 0.632 (no unit)
a=0.010 nm: sticking 0.640 (no unit)
a=0.020 nm: sticking 0.662 (no unit)
a=0.050 nm: sticking 0.772 (no unit)
Doubled mass, a=0.05 nm: sticking 0.772 (no unit)
Normal speed at main E: 1.345 nm/ps
Transit time a/v: 0.0372 ps
Torque turning scale: 0.285 rad
Initial rotation in transit, N=1: 0.029 rad
Initial rotation in transit, 300 K: 0.243 rad
Tunnelling-model sticking at main E: 0.6325 (no unit)
Tunnelling-model sticking at V0: 0.0315 (no unit)
Energy left with free Al recoil: 0.1372 eV
Recoil formula, frozen: 0.2729 (no unit)
Recoil trajectories, frozen: 0.273 (no unit)
Recoil trajectories, turning: 0.362 (no unit)
checks complete
```
